# Spin-Orbit Splitting and Photoemission Intensities of a Tin 4d Hole

## Result and assumptions

**Theorem.** Consider a free tin atom or ion with a full 4d shell, whose other shells are closed or are replaced by their spherical average. Let each 4d electron have the spin-orbit energy \(\zeta\,\mathbf l\cdot\mathbf s\), with \(\zeta>0\), treated to first order, and let mixing of the hole states with other configurations be neglected. Removal of one 4d electron then leaves two ionic levels, with binding energies

\[
B_{5/2}=B_0-\zeta,\qquad B_{3/2}=B_0+\tfrac32\zeta,\qquad
B_{3/2}-B_{5/2}=\tfrac52\zeta .
\]

If the two lines also share the same radial orbital and the same continuum amplitudes, and the spin of the photoelectron is not detected, their intensities obey

\[
I_{5/2}:I_{3/2}=3:2
\]

for every polarization of the light and every direction of emission.

The splitting and the ratio rest on different assumptions. The first needs a spherical ion, weak spin-orbit coupling and a single configuration. The second also needs equal transition amplitudes, which two lines of different kinetic energy share only approximately.

Here \(\mathbf l\) and \(\mathbf s\) are in units of \(\hbar\), and the derivation uses atomic units, in which \(c=1/\alpha\) and \(\alpha\) is the fine-structure constant. \(V(r)\) is the potential energy of an electron, negative near the nucleus, and a prime means \(d/dr\). Photoemission is treated in the dipole approximation with one active electron. The remaining electrons contribute at most an overlap factor common to both lines.

## Lemma 1: the spin-orbit constant

**Lemma.** To order \(1/c^2\), the part of the energy that depends on \(j\) at fixed \(l\) comes from

\[
H_{\rm so}=\xi(r)\,\mathbf l\cdot\mathbf s,\qquad
\xi=\frac{1}{2c^2}\frac{V'}{r},\qquad
\zeta=\int_0^\infty P_0^2\,\xi\,dr ,
\]

where \(P_0\) is the normalized nonrelativistic 4d radial function, with \(\int P_0^2dr=1\).

**Proof.** With the rest energy subtracted, the radial Dirac equations for the large component \(P\) and the small component \(Q\) are

\[
(V-\varepsilon)P+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q=0,
\]
\[
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2c^2-\varepsilon)Q=0 .
\]

The quantum number \(\kappa\) is the eigenvalue of \(-(1+2\,\mathbf l\cdot\mathbf s)\) on the large component. Define

\[
A=\frac{d}{dr}+\frac{\kappa}{r},\qquad
A^\dagger=-\frac{d}{dr}+\frac{\kappa}{r},\qquad W=\varepsilon-V .
\]

The second equation gives

\[
Q=\frac{1}{2c}\left(1+\frac{W}{2c^2}\right)^{-1}AP .
\]

Substitution in the first gives an equation for \(P\) alone:

\[
\tfrac12A^\dagger\left(1+\frac{W}{2c^2}\right)^{-1}AP+VP=\varepsilon P .
\]

Replace the inverse by \(1-W/2c^2\). The leading kinetic term contains

\[
A^\dagger AP=-P''-\frac{\kappa P'}r+\frac{\kappa P}{r^2}
+\frac{\kappa P'}r+\frac{\kappa^2P}{r^2}
=-P''+\frac{\kappa(\kappa+1)}{r^2}P .
\]

Since \(\kappa(\kappa+1)=l(l+1)\) for both values of \(j\), this term does not split the level. The correction is \(-A^\dagger WAP/4c^2\). The derivative in \(A^\dagger\) also acts on \(W\), and \(-W'=V'\), so

\[
-\frac{1}{4c^2}A^\dagger WAP
=-\frac{1}{4c^2}\left[WA^\dagger AP+V'P'+\frac{\kappa V'}rP\right].
\]

Only the last term depends on \(\kappa\) at fixed \(l\). Inserting \(\kappa=-(1+2\,\mathbf l\cdot\mathbf s)\) turns it into

\[
-\frac{\kappa V'}{4c^2r}
=\frac{V'}{4c^2r}+\frac{V'}{2c^2r}\,\mathbf l\cdot\mathbf s .
\]

The first piece is common to both \(j\); the second is \(H_{\rm so}\). The correction is already of order \(1/c^2\), so at this order \(\varepsilon\) inside \(W\) may be replaced by its nonrelativistic value, and the energy shift is the expectation value in \(P_0\). This proves the lemma. ∎

The factor \(1/2\) in \(\xi\) emerges from the elimination, so no separate Thomas correction is to be added. An electron is attracted to the nucleus, hence \(V'>0\) where the integral is large, and \(\zeta>0\).

The expansion needs \(|W|\ll2c^2\). It fails very close to a point nucleus, where \(V\simeq-Z/r\). For a d orbital \(P_0^2\propto r^6\) there, while \(V'/r\propto r^{-3}\), so the integrand falls as \(r^3\) and this region has little weight.

## Lemma 2: electron levels and hole levels

**Lemma.** A 4d electron has spin-orbit energy \(+\zeta\) for \(j=5/2\) and \(-3\zeta/2\) for \(j=3/2\). The corresponding ionic levels have the opposite signs.

**Proof.** Squaring \(\mathbf j=\mathbf l+\mathbf s\) gives

\[
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right].
\]

With \(l=2\) and \(s=1/2\),

\[
j=\tfrac52:\quad \tfrac12\left(\tfrac{35}{4}-6-\tfrac34\right)=1,
\]
\[
j=\tfrac32:\quad \tfrac12\left(\tfrac{15}{4}-6-\tfrac34\right)=-\tfrac32 .
\]

There are six states of the first kind and four of the second. The spin-orbit energy of the full shell is therefore \(6\zeta-4(3\zeta/2)=0\). Removing an electron of energy \(e_j\) leaves \(0-e_j\):

\[
E({}^2D_{5/2})=-\zeta,\qquad E({}^2D_{3/2})=+\tfrac32\zeta .
\]

A full shell has \(J=0\), so the nine remaining electrons have \(J\) equal to the \(j\) of the vacancy.

Within this one configuration, electron repulsion does not alter the difference. A full shell has \(L=S=0\), so its ten one-hole states form one multiplet with \(L=2\), \(S=1/2\). The repulsion is unchanged by separate rotations of space and spin, and such an operator is a constant on a single multiplet. It moves both levels together and enters \(B_0\). ∎

The higher electron level thus gives the lower binding energy: the \(5/2\) electron is easier to remove. The mean weighted by 6 and 4 is

\[
\frac{6(B_0-\zeta)+4(B_0+3\zeta/2)}{10}=B_0 .
\]

For any \(l\geq1\), the same formula gives \(\mathbf l\cdot\mathbf s=l/2\) and \(-(l+1)/2\), hence a splitting \((2l+1)\zeta/2\). An s shell has one value of \(j\) and no such doublet.

## Lemma 3: intensities

**Lemma.** With common radial amplitudes and no spin detection, \(I_j\propto2j+1\).

**Proof.** Let \(M_m\) be the dipole amplitude from the d orbital with \(l_z=m\) to an electron leaving in a chosen direction. It may contain interfering p and f waves with any phases. The dipole operator does not act on spin. Write an initial orbital as \(\sum_{m\sigma}a_{m\sigma}|m\sigma\rangle\); its amplitude for final spin \(\sigma\) is \(\sum_mM_ma_{m\sigma}\).

Vacancies with different \(j,m_j\) leave orthogonal ionic states, so their intensities add. Summing over \(m_j\) and spin gives

\[
I_j=\sum_{mm'}M_mM_{m'}^*\sum_\sigma
\langle m\sigma|\Pi_j|m'\sigma\rangle ,
\]

where \(\Pi_j\) projects on the orbitals of given \(j\). Since \(\mathbf l\cdot\mathbf s\) has the eigenvalues \(1\) and \(-3/2\),

\[
\Pi_{5/2}=\frac{3+2\,\mathbf l\cdot\mathbf s}{5},\qquad
\Pi_{3/2}=\frac{2-2\,\mathbf l\cdot\mathbf s}{5}.
\]

Inserting the eigenvalues confirms that each expression is 1 on its own level and 0 on the other. The spin matrices have zero trace, so the spin sum removes \(\mathbf l\cdot\mathbf s\) and doubles the constants:

\[
\operatorname{Tr}_s\Pi_{5/2}=\tfrac65\,\mathbf 1,\qquad
\operatorname{Tr}_s\Pi_{3/2}=\tfrac45\,\mathbf 1 .
\]

Therefore

\[
I_{5/2}=\tfrac65\sum_m|M_m|^2,\qquad
I_{3/2}=\tfrac45\sum_m|M_m|^2 .
\]

The common sum cancels in the ratio, which is \(3:2\). ∎

Lemmas 2 and 3 prove the theorem.

**Remark: spin detection.** If only spin up along \(z\) is collected, the spin trace is replaced by the up-up element. There \(2\,\mathbf l\cdot\mathbf s\) becomes \(l_z\), and the weight of the \(5/2\) line for orbital \(m\) is \((3+m)/5\). For spin down it is \((3-m)/5\).

Take circular light travelling along \(z\) that raises \(m\) by one, emission at right angles to the beam, and the f wave alone. The squared angular matrix elements are proportional to \((3+m)(4+m)\). At the equator \(Y_{3,m+1}\) vanishes for \(m=\pm1\); for \(m=2,0,-2\) its square is in the proportion \(5:3:3\). The orbital weights are then

\[
30\cdot5:12\cdot3:2\cdot3=25:6:1 .
\]

The fraction in the \(5/2\) line is

\[
f_\uparrow=\frac{25\cdot5+6\cdot3+1\cdot1}{5\cdot32}=0.9,
\]
\[
f_\downarrow=\frac{25\cdot1+6\cdot3+1\cdot5}{5\cdot32}=0.3 .
\]

The line ratios are \(0.9/0.1=9\) and \(0.3/0.7=0.43\). Without spin selection the fraction is \((0.9+0.3)/2=0.6\), which restores \(3:2\).

## Numbers for free tin

The constant \(\zeta\) was computed with a self-consistent radial Dirac–Kohn–Sham model with local Dirac exchange and no correlation. Half a 4d electron was removed. The reason is that the self-consistent energy satisfies \(dE/dn=\varepsilon\), where \(n\) is the occupation of the level, so

\[
E(9)-E(10)=-\int_9^{10}\varepsilon(n)\,dn\simeq-\varepsilon(9.5).
\]

For neutral tin this midpoint estimate gives a mean binding energy of 31.17 eV, against 31.27 eV from the difference of total energies in the same model.

The nonrelativistic 4d orbital in this potential has \(\langle r^{-3}\rangle=14.18\) bohr\(^{-3}\). A bare nucleus, with \(V'=Z/r^2\), would give

\[
\zeta_{\rm bare}=\frac{50\times14.18}{2(137.04)^2}\ \text{hartree}=0.514\ \text{eV}.
\]

The other electrons weaken the slope of the potential, and the full integral is \(\zeta=0.410\) eV, about 20% below the bare value. Hence

\[
\tfrac52\zeta=2.5\times0.4104\ \text{eV}=1.026\ \text{eV},
\]

or 248 THz. The two Dirac levels in the same potential are 1.075 eV apart, 4.7% more than the first-order result. To test that this excess is of higher order, the speed of light was multiplied by 5 with the potential held fixed. The splitting times \(5^2\) became 1.028 eV, only 0.19% above \(5\zeta/2\). The relative excess fell by about 25, as expected of a correction one further power of \(1/c^2\) higher.

The valence charge has a small effect on the splitting and a large one on the binding energy:

| Initial species | \(5\zeta/2\) (eV) | Dirac splitting (eV) | Mean binding energy (eV) |
|---|---:|---:|---:|
| Sn | 1.026 | 1.075 | 31.2 |
| Sn²⁺ | 1.037 | 1.085 | 50.0 |
| Sn⁴⁺ | 1.070 | 1.117 | 75.3 |

From Sn to Sn⁴⁺ the binding energy rises by 44 eV, while \(5\zeta/2\) rises by 0.044 eV, or 4.3%. The value of \(\langle r^{-3}\rangle\) rises by 4.2%, so the change in \(\zeta\) mainly follows a slightly greater 4d density near the nucleus. Charge removed from the outer shells lowers the potential almost uniformly inside them. A uniform shift changes the binding energy but has no slope, and so does not enter \(\xi\).

## Where the doublet is disturbed

**An open valence shell.** A clean doublet needs closed outer shells and no other configuration of the same symmetry nearby. Sn⁴⁺ meets both conditions. Sn²⁺ meets only the first: the repulsion couples its hole states \(4d^95s^2\,{}^2D\) to \(4d^{10}5d\,{}^2D\) of Sn³⁺, which lies within about 1 eV, and this mixing can shift the two lines unequally and move intensity into satellites. Neutral tin has two 5p electrons in an open shell. Their ground level has \(J=0\) and therefore a spherical density, but a 4d hole can mix it with the other levels of the same two electrons. This coupling is governed by Slater integrals, the radial factors of the electron repulsion. For 4d–5p these are \(F^2=2.9\), \(G^1=1.0\) and \(G^3=0.9\) eV. They are multiplied by angular coefficients, so they are not splittings themselves, but their size is comparable to \(5\zeta/2\). A real free neutral atom should therefore show multiplet structure that the averaged model leaves out.

**A ligand field.** Add \(D(l_z^2-2)\) to each 4d electron, with the round value \(D=0.05\) eV. From the projectors, the mean of \(l_z^2\) is \(4,\ 1.6,\ 0.4\) for \(|m_j|=5/2,3/2,1/2\) in the \(j=5/2\) level, and \(3.4,\ 0.6\) for \(|m_j|=3/2,1/2\) in the \(j=3/2\) level. Each set averages to 2, so the first-order field leaves both centroids in place. It spreads the groups by

\[
(4-0.4)D=0.18\ \text{eV},\qquad(3.4-0.6)D=0.14\ \text{eV}.
\]

Diagonalization with the neutral-atom \(\zeta\) gives spreads of 0.179 and 0.137 eV. The distance between centroids grows from 1.026 to 1.030 eV, because the field also mixes the two values of \(j\) and the mixed levels repel. At this field strength the effect looks like broadening rather than a changed splitting. The sign of \(D\) matters for stronger fields. To first order the two levels with \(|m_j|=3/2\) are \(5\zeta/2-(3.4-1.6)D\) apart, so a positive \(D\) brings them together. Once it is comparable to \(\zeta\), they are strongly mixed and \(j\) no longer labels them. A negative \(D\) of the same size drives this pair apart and mixes it much less, but the doublet is still lost: at \(D=-\zeta\) the level with \(|m_j|=5/2\) lies at \(\zeta+2D=-\zeta\), below the mainly \(j=3/2\) level with \(|m_j|=1/2\). The levels with \(|m_j|=5/2\) occur only for \(j=5/2\) and stay unmixed in this axial field.

**Unequal transition amplitudes.** For light of energy \(\omega\), the one-electron cross section integrated over angle is

\[
\sigma_j=N_j\frac{4\pi^2\alpha\omega}{3}\,
\frac{2R_{p,j}^2+3R_{f,j}^2}{5}\,a_0^2,\qquad N_{5/2}=6,\quad N_{3/2}=4 .
\]

Here \(a_0\) is the Bohr radius and \(R_{p,j},R_{f,j}\) are radial integrals of \(r\) between the 4d orbital and energy-normalized continuum waves. These waves are computed without spin-orbit coupling, in the potential of the ion, so they depend on \(j\) only through the kinetic energy. The weights come from averaging \(|\langle l'm|\cos\theta|2m\rangle|^2\) over the five \(m\), which gives \(2/15\) for p and \(3/15\) for f. If the radial integrals agree for both \(j\), \(\sigma_{5/2}/\sigma_{3/2}=6/4\). Otherwise this ratio is multiplied by the quotient of the two radial factors.

In neutral tin the binding energies are 30.74 and 31.82 eV. A photon of wavelength 13.5 nm has 91.84 eV, so the photoelectrons leave with 61.10 and 60.02 eV. With one common 4d orbital, this difference alone changes the calculated ratio from 1.50 to 1.35. Using the separate Dirac orbitals lowers it further:

\[
\frac{0.7108\ \text{Mb}}{0.5808\ \text{Mb}}=1.22,
\]

18% below 1.5. At a photon energy of 1486.6 eV the common orbital gives 1.496 and the separate orbitals give 1.42, 5% below 1.5. There the difference in kinetic energy hardly matters, and most of the deviation comes from the radial orbitals.

The result at 13.5 nm shows sensitivity and is not a prediction. The two cross sections add to 1.3 Mb, whereas the measured absorption of tin at this wavelength is nearly 20 Mb, a rough figure from tabulated optical constants. The calculated cross section falls steeply with photon energy in this range, so it depends strongly on the potential chosen for the outgoing electron. The model also leaves out the collective response of the 4d shell. How much each contributes to the shortfall is not determined here, and either could change the line ratio as well.

## Relation to tin-oxo resists

Tin-oxo resists for 13.5 nm lithography contain Sn(IV), for which Sn⁴⁺ is the formal closed-shell reference. The bare ion is a poor model of the binding energy: its 75 eV compares with roughly 26 eV, measured from the Fermi level, in tin(IV) oxide. In the solid, the negative ligands raise the potential energy of an electron on tin, charge shared by the ligands with tin does the same, and the surroundings screen the hole. All three effects lower the binding energy. The splitting is less exposed to this difference, since the three free species span only 1.07 to 1.12 eV in the Dirac model; observed tin 4d splittings are roughly 1 eV. A resist also breaks the assumption of spherical symmetry. The field chosen above moves the distance between the unweighted centroids by 0.004 eV and spreads the lines by up to 0.18 eV, but \(D\) was not computed for a resist. Lifetime, disorder and charging add widths that are not calculated here, and two peaks can be seen separately only if the total width is small enough compared with about 1 eV.

In a fit to such a spectrum, a splitting near 1.1 eV is a reasonable starting value if the ligand field is weak. Fixing the area ratio at \(3:2\) requires more: spin-insensitive detection, nearly equal transition amplitudes, a background that does not favour one line, and either randomly oriented tin sites or negligible mixing of the two \(j\) by the ligand field. In an oriented sample such mixing makes the ratio depend on polarization and emission direction, even when the amplitudes are equal. The change is of first order in \(D/\zeta\): with the field above, polarization and emission along the axis select \(m=0\), whose share in the \(5/2\) group falls from 0.600 to 0.576, so the ratio becomes 1.36. The calculated 5% deviation at 1486.6 eV indicates the size of error that unequal amplitudes can bring even far above threshold. The remaining computed values are in the numerical output.

## Calculated quantities

```
hole levels / zeta: -1.0000 (6), 1.5000 (4)
splitting / zeta: 2.5000
spin-summed ratio, six random cases: 1.500000 to 1.500000
circular light, f wave, at 90 deg to beam: spin-up ratio 9.000, spin-down ratio 0.429
Sn: <r^-3> = 14.183 bohr^-3
Sn: zeta with bare nucleus = 0.5138 eV
Sn: zeta = 0.4104 eV
Sn: 5 zeta/2 = 1.0260 eV
Sn: Dirac splitting at 5c, times 25 = 1.0279 eV
Sn: Dirac splitting = 1.0745 eV
Sn: Dirac relative to 5 zeta/2 = +4.72 %
Sn: mean 4d binding energy = 31.17 eV
Sn2+: <r^-3> = 14.335 bohr^-3
Sn2+: zeta with bare nucleus = 0.5193 eV
Sn2+: zeta = 0.4149 eV
Sn2+: 5 zeta/2 = 1.0372 eV
Sn2+: Dirac splitting at 5c, times 25 = 1.0391 eV
Sn2+: Dirac splitting = 1.0851 eV
Sn2+: Dirac relative to 5 zeta/2 = +4.62 %
Sn2+: mean 4d binding energy = 50.00 eV
Sn4+: <r^-3> = 14.781 bohr^-3
Sn4+: zeta with bare nucleus = 0.5354 eV
Sn4+: zeta = 0.4280 eV
Sn4+: 5 zeta/2 = 1.0701 eV
Sn4+: Dirac splitting at 5c, times 25 = 1.0719 eV
Sn4+: Dirac splitting = 1.1171 eV
Sn4+: Dirac relative to 5 zeta/2 = +4.39 %
Sn4+: mean 4d binding energy = 75.33 eV
Sn: binding energy from total energies = 31.27 eV
Sn: binding energies 5/2, 3/2 = 30.743, 31.818 eV
Sn: 5 zeta/2 = 248.1 THz
photon energies: 13.5 nm = 91.84 eV; X-ray = 1486.6 eV
13.5 nm: cross sections 5/2, 3/2 = 0.7108, 0.5808 Mb
13.5 nm: intensity ratio = 1.2239
13.5 nm: ratio with one common 4d orbital = 1.3454
X-ray: cross sections 5/2, 3/2 = 0.01962, 0.0138 Mb
X-ray: intensity ratio = 1.4214
X-ray: ratio with one common 4d orbital = 1.4961
Sn 4d-5p integrals F2, G1, G3 = 2.935, 0.987, 0.876 eV
ligand field D = 0.050 eV
with field: centroid splitting = 1.0297 eV
with field: spread of 5/2, 3/2 groups = 0.1794, 0.1368 eV
```
